# The s character of two aluminium hybrids at 123 degrees: test program

```python
"""
Result under test: two equivalent orthogonal s-p hybrids whose axes
make an angle theta have s character f = cos(theta)/(cos(theta)-1).
At theta = 123 degrees f is about 35 percent.

A hybrid is (s + lam*p)/sqrt(1 + lam^2); f = 1/(1 + lam^2).
The formula is compared with roots of overlaps integrated in space.
Trial corrections: d weight, residual overlap, bent bonds, thermal
bending, and dissociation of a dimer precursor into monomers.
Lengths in the orbital quadrature are in bohr.
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq, minimize_scalar


def s_formula(theta):
    c = np.cos(theta)
    return c / (c - 1.0)


class OrbitalGrid:
    """Product quadrature for normalized s, p and axial d orbitals."""

    def __init__(self, exponents):
        self.exponents = exponents
        x, wx = np.polynomial.legendre.leggauss(60)
        radius, w_radius = 20.0 * (x + 1.0), 20.0 * wx
        z, wz = np.polynomial.legendre.leggauss(10)
        phi = 2.0 * np.pi * np.arange(16) / 16
        r, zz, ph = np.meshgrid(radius, z, phi, indexing="ij")
        rho = np.sqrt(1.0 - zz**2)
        self.r = r
        self.n = np.stack([rho * np.cos(ph), rho * np.sin(ph), zz], axis=-1)
        self.w = ((w_radius * radius**2)[:, None, None]
                  * wz[None, :, None] * (2.0 * np.pi / 16))
        self.norm = [
            1.0 / np.sqrt(np.sum(w_radius * radius**2
                                 * (radius**2 * np.exp(-a * radius))**2))
            for a in exponents]

    def hybrid(self, axis, s_weight, d_weight=0.0, r=None, n=None):
        r = self.r if r is None else r
        n = self.n if n is None else n
        u = n @ axis
        radial = [self.norm[i] * r**2 * np.exp(-self.exponents[i] * r)
                  for i in range(3)]
        p_weight = max(1.0 - s_weight - d_weight, 0.0)
        return (np.sqrt(s_weight / (4 * np.pi)) * radial[0]
                + np.sqrt(3 * p_weight / (4 * np.pi)) * u * radial[1]
                + np.sqrt(5 * d_weight / (4 * np.pi))
                * 0.5 * (3 * u**2 - 1) * radial[2])

    def overlap(self, theta, s1, s2, d_weight=0.0):
        a, b = axes(theta)
        return np.sum(self.w * self.hybrid(a, s1, d_weight)
                      * self.hybrid(b, s2, d_weight))

    def solve_s(self, theta, d_weight=0.0, target=0.0):
        return brentq(
            lambda s: self.overlap(theta, s, s, d_weight) - target,
            0.0, 1.0 - d_weight, xtol=1e-13)


def axes(theta):
    x, z = np.sin(theta / 2), np.cos(theta / 2)
    return np.array([x, 0.0, z]), np.array([-x, 0.0, z])


grid = OrbitalGrid((1.4, 1.2, 1.0))
other_grid = OrbitalGrid((1.0, 1.6, 1.3))
angle_deg = 123.0
theta = np.radians(angle_deg)
c = np.cos(theta)
lam = np.sqrt(-1.0 / c)
f = s_formula(theta)

# Orthogonality roots at several angles and with two radial choices.
for degrees in (95.0, 109.5, 120.0, 123.0, 150.0, 175.0):
    t = np.radians(degrees)
    for g in (grid, other_grid):
        assert abs(g.solve_s(t) - s_formula(t)) < 1e-9
f_quad = grid.solve_s(theta)
assert 0.345 < f_quad < 0.355

# Normalization and s character from spatial integrals.
first_axis, second_axis = axes(theta)
h = grid.hybrid(first_axis, 1.0 / (1.0 + lam**2))
pure_s = grid.hybrid(first_axis, 1.0)
assert abs(np.sum(grid.w * h**2) - 1.0) < 1e-10
assert abs(np.sum(grid.w * h * pure_s)**2 - f) < 1e-10

# The general relation for two unequal hybrids.
lam1 = 1.2
s1 = 1.0 / (1.0 + lam1**2)
s2 = brentq(lambda s: grid.overlap(theta, s1, s), 0.0, 1.0, xtol=1e-13)
assert abs(np.sqrt(1.0 / s2 - 1.0) + 1.0 / (lam1 * c)) < 1e-8

# Below 90 degrees equivalent hybrids cannot be orthogonal.
assert min(grid.overlap(np.radians(80), s, s)
           for s in np.linspace(0, 1, 21)) > 0.1

# The positive lobes have the stated angular separation.
scan = np.linspace(-np.pi, np.pi, 36001)
directions = np.stack([np.sin(scan), 0 * scan, np.cos(scan)], axis=-1)
peaks = [scan[np.argmax(grid.hybrid(a, f, r=2.5, n=directions))]
         for a in (first_axis, second_axis)]
assert abs(np.degrees(abs(peaks[0] - peaks[1])) - angle_deg) < 0.03

# Remaining two hybrids from the orthogonal complement.
v1 = np.r_[np.sqrt(f_quad), np.sqrt(1 - f_quad) * first_axis]
v2 = np.r_[np.sqrt(f_quad), np.sqrt(1 - f_quad) * second_axis]
projector = np.eye(4) - np.outer(v1, v1) - np.outer(v2, v2)
in_plane = projector[:, 0] / np.linalg.norm(projector[:, 0])
out_plane = np.array([0.0, 0.0, 1.0, 0.0])
b1 = (in_plane + out_plane) / np.sqrt(2)
b2 = (in_plane - out_plane) / np.sqrt(2)
f_rest = 0.5 - f
rest_angle = np.degrees(np.arccos(-f_rest / (1 - f_rest)))
measured_cos = (b1[1:] @ b2[1:]
                / np.linalg.norm(b1[1:]) / np.linalg.norm(b2[1:]))
assert abs(b1[0]**2 - f_rest) < 1e-9
assert abs(np.degrees(np.arccos(measured_cos)) - rest_angle) < 1e-6

# Sensitivity to angle, from independently solved overlaps.
slope = np.sin(theta) / (1 - c)**2
step = 1e-3
slope_quad = (grid.solve_s(theta + step)
              - grid.solve_s(theta - step)) / (2 * step)
assert abs(slope - slope_quad) < 1e-5

# Trial d admixture and residual overlap.
d_weight, residual = 0.02, 0.05
p2 = 0.5 * (3 * c**2 - 1)
f_d = (-(1 - d_weight) * c - d_weight * p2) / (1 - c)
f_residual = (residual - c) / (1 - c)
assert abs(grid.solve_s(theta, d_weight=d_weight) - f_d) < 1e-9
assert abs(grid.solve_s(theta, target=residual) - f_residual) < 1e-9

# Thermal bending, if hybrids follow the nuclei completely.
k_ev = constants.k / constants.e
stiffness, source_t = 2.0, 300.0
sigma = np.sqrt(k_ev * source_t / stiffness)
offset = np.linspace(-4 * sigma, 4 * sigma, 4001)
weights = np.exp(-stiffness * offset**2 / (2 * k_ev * source_t))
weights /= weights.sum()
values = s_formula(theta + offset)
thermal_mean = np.sum(weights * values)
thermal_spread = np.sqrt(np.sum(weights * (values - thermal_mean)**2))
# Ten percent allows for curvature over the finite thermal spread.
assert abs(thermal_spread / (slope * sigma) - 1) < 0.10

# Dimer dissociation: mass-action result versus minimum Gibbs energy.
enthalpy, entropy = 0.9, 0.0019


def dissociated(temperature, pressure_torr):
    pressure = pressure_torr * constants.torr / constants.bar
    reduced = (enthalpy - temperature * entropy) / (k_ev * temperature)
    equilibrium = np.exp(-reduced)
    alpha = np.sqrt(equilibrium / (equilibrium + 4 * pressure))

    def gibbs(a):
        dimer = (1 - a) / (1 + a) * pressure
        monomer = 2 * a / (1 + a) * pressure
        return (a * reduced + (1 - a) * np.log(dimer)
                + 2 * a * np.log(monomer))

    result = minimize_scalar(gibbs, bounds=(1e-9, 1 - 1e-9),
                             method="bounded", options={"xatol": 1e-11})
    assert result.success and abs(result.x - alpha) < 1e-5
    return alpha


source_p, reactor_t, reactor_p = 10.0, 450.0, 1.0
alpha_source = dissociated(source_t, source_p)
alpha_reactor = dissociated(reactor_t, reactor_p)
assert alpha_source < 0.05 and alpha_reactor > 0.95
f_monomer = grid.solve_s(np.radians(120.0))
assert abs(f_monomer - 1 / 3) < 1e-9

bend = 3.0
f_low = s_formula(np.radians(angle_deg - bend))
f_high = s_formula(np.radians(angle_deg + bend))

print(f"Angle between hybrid axes: {angle_deg:.1f} degrees")
print(f"Cosine of angle: {c:.4f} (dimensionless)")
print(f"p-to-s weight ratio lambda squared: {lam**2:.4f} (dimensionless)")
print(f"Mixing coefficient lambda: {lam:.4f} (dimensionless)")
print(f"s character from formula: {100*f:.2f} percent")
print(f"s character from spatial overlap root: {100*f_quad:.2f} percent")
print(f"p character: {100*(1-f):.2f} percent")
for name, weight in (("sp2", 1 / 3), ("sp3", 1 / 4)):
    value = grid.overlap(theta, weight, weight)
    print(f"Overlap of {name} weights at this angle: {value:.4f} (no unit)")
print(f"s character of each remaining hybrid: {100*f_rest:.2f} percent")
print(f"Angle between remaining hybrids: {rest_angle:.1f} degrees")
print(f"Sensitivity: {100*slope*np.pi/180:.2f} percentage points/degree")
print(f"Trial bond-bending difference: {bend:.1f} degrees")
print(f"s character at lower hybrid angle: {100*f_low:.1f} percent")
print(f"s character at upper hybrid angle: {100*f_high:.1f} percent")
print(f"Trial d character: {100*d_weight:.1f} percent")
print(f"s character with d admixture: {100*f_d:.1f} percent")
print(f"Trial residual overlap: {residual:.2f} (dimensionless)")
print(f"s character with residual overlap: {100*f_residual:.1f} percent")
print(f"Model bending stiffness: {stiffness:.1f} eV/rad^2")
print(f"Source temperature: {source_t:.0f} K")
print(f"Thermal angle spread: {np.degrees(sigma):.1f} degrees")
print(f"Thermal mean s character: {100*thermal_mean:.1f} percent")
print(f"Thermal s-character spread: {100*thermal_spread:.1f} "
      "percentage points")
print(f"Rough dissociation enthalpy: {enthalpy:.1f} eV")
print(f"Rough dissociation entropy: {1000*entropy:.1f} meV/K at 1 bar")
print(f"Source pressure: {source_p:.0f} Torr")
print(f"Dissociated dimer fraction in source: {100*alpha_source:.1f} percent")
print(f"Reactor temperature: {reactor_t:.0f} K")
print(f"Reactor pressure: {reactor_p:.0f} Torr")
print(f"Dissociated dimer fraction in reactor: "
      f"{100*alpha_reactor:.0f} percent")
print(f"Monomer s character at 120 degrees: {100*f_monomer:.2f} percent")
print("success")
```

Output:

```
Angle between hybrid axes: 123.0 degrees
Cosine of angle: -0.5446 (dimensionless)
p-to-s weight ratio lambda squared: 1.8361 (dimensionless)
Mixing coefficient lambda: 1.3550 (dimensionless)
s character from formula: 35.26 percent
s character from spatial overlap root: 35.26 percent
p character: 64.74 percent
Overlap of sp2 weights at this angle: -0.0298 (no unit)
Overlap of sp3 weights at this angle: -0.1585 (no unit)
s character of each remaining hybrid: 14.74 percent
Angle between remaining hybrids: 100.0 degrees
Sensitivity: 0.61 percentage points/degree
Trial bond-bending difference: 3.0 degrees
s character at lower hybrid angle: 33.3 percent
s character at upper hybrid angle: 37.0 percent
Trial d character: 2.0 percent
s character with d admixture: 34.6 percent
Trial residual overlap: 0.05 (dimensionless)
s character with residual overlap: 38.5 percent
Model bending stiffness: 2.0 eV/rad^2
Source temperature: 300 K
Thermal angle spread: 6.5 degrees
Thermal mean s character: 34.9 percent
Thermal s-character spread: 4.1 percentage points
Rough dissociation enthalpy: 0.9 eV
Rough dissociation entropy: 1.9 meV/K at 1 bar
Source pressure: 10 Torr
Dissociated dimer fraction in source: 0.7 percent
Reactor temperature: 450 K
Reactor pressure: 1 Torr
Dissociated dimer fraction in reactor: 99 percent
Monomer s character at 120 degrees: 33.33 percent
success
```
